# Polder–van Hove heat flux between half-spaces: propagating and evanescent parts

Two flat bodies at different temperatures face each other across a vacuum gap. When they are far apart, heat crosses as radiation, and black surfaces set the largest possible flux. Each body, however, also carries thermal fields that decay outside its surface and transport nothing while the body stands alone. If the second surface lies within the decay length, these fields can drive currents in it and heat it. How much heat crosses, and how is it shared between travelling and decaying waves?

## Setting and theorem

Medium 1 fills $z<0$ at temperature $T_1$, medium 2 fills $z>d$ at $T_2$, and $0<z<d$ is vacuum. We assume:

1. Each medium is homogeneous, isotropic, nonmagnetic and local, with relative permittivity $\varepsilon_j(\omega)$ and $\operatorname{Im}\varepsilon_j>0$ for $\omega>0$.
2. Each medium is in local equilibrium at a uniform, steady temperature. Its thermal noise is that of its local polarization, and the noises of the two bodies are uncorrelated.

SI units are used. Fields vary as $e^{ikx-i\omega t}$, with $x$ along the in-plane wave vector. Let $k_0=\omega/c$ and
$$\gamma_0^2=k_0^2-k^2,\qquad \gamma_j^2=\varepsilon_jk_0^2-k^2,$$
with roots in the upper right quadrant. For $k>k_0$ write $\gamma_0=i\kappa$, $\kappa>0$. One and two primes on $\gamma_1$ and $\varepsilon_1$ mean real and imaginary part. Seen from vacuum, the reflection coefficients are
$$r_j=\frac{w_j\gamma_0-\gamma_j}{w_j\gamma_0+\gamma_j},\qquad w_j=\begin{cases}1&(s,\text{ for }E_y)\\ \varepsilon_j&(p,\text{ for }H_y).\end{cases}$$

**Theorem.** With $\Theta(\omega,T)=\hbar\omega/(e^{\hbar\omega/k_BT}-1)$, the net flux from 1 to 2 is
$$q=\int_0^\infty\!\frac{d\omega}{4\pi^2}\,[\Theta(\omega,T_1)-\Theta(\omega,T_2)]\sum_{s,p}\Big\{\int_0^{k_0}\!k\,dk\,\mathcal T_{\rm pr}+\int_{k_0}^\infty\!k\,dk\,\mathcal T_{\rm ev}\Big\},$$
$$\mathcal T_{\rm pr}=\frac{(1-|r_1|^2)(1-|r_2|^2)}{|1-r_1r_2e^{2i\gamma_0d}|^2},\qquad \mathcal T_{\rm ev}=\frac{4\operatorname{Im}r_1\operatorname{Im}r_2\,e^{-2\kappa d}}{|1-r_1r_2e^{-2\kappa d}|^2}.$$

## Lemma 1: the thermal currents

**Lemma 1.** The symmetrized spectrum of the noise current in medium 1 is
$$S_{mn}(\mathbf r,\mathbf r')=2\omega\varepsilon_0\varepsilon_1''\,\Theta_s(\omega,T_1)\,\delta_{mn}\delta(\mathbf r-\mathbf r'),\quad \Theta_s=\tfrac{\hbar\omega}{2}\coth\tfrac{\hbar\omega}{2k_BT}=\tfrac{\hbar\omega}{2}+\Theta.$$

*Proof.* Let $B_a,B_b$ be Hermitian operators with zero thermal mean. Define
$$G^>=\int dt\,e^{i\omega t}\langle B_a(t)B_b(0)\rangle,\qquad G^<=\int dt\,e^{i\omega t}\langle B_b(0)B_a(t)\rangle.$$
In energy eigenstates with populations $p_m\propto e^{-E_m/k_BT}$, both are sums of lines $2\pi(B_a)_{mn}(B_b)_{nm}\,\delta(\omega-(E_n-E_m)/\hbar)$. The weight is $p_m$ in $G^>$ and $p_n$ in $G^<$. On each line $p_n=p_me^{-\hbar\omega/k_BT}$, so $G^<=e^{-\hbar\omega/k_BT}G^>$.

A perturbation $-F_bB_b$ gives the response $\chi_{ab}(\omega)=\frac{i}{\hbar}\int_0^\infty dt\,e^{i\omega t}C_{ab}(t)$ with $C_{ab}(t)=\langle[B_a(t),B_b(0)]\rangle$. Hermiticity and stationarity give $C_{ba}(t)^*=C_{ab}(-t)$. Hence $\chi_{ba}^*$ is minus the same integral over negative times, and
$$\frac{\chi_{ab}-\chi_{ba}^*}{2i}=\frac{G^>-G^<}{2\hbar}.$$
The symmetrized spectrum is therefore
$$\frac{G^>+G^<}{2}=\hbar\coth\Big(\frac{\hbar\omega}{2k_BT}\Big)\frac{\chi_{ab}-\chi_{ba}^*}{2i}.$$
Apply this to the polarization components, which couple to the field through $-\int\mathbf P\cdot\mathbf E$. Their local response is $\varepsilon_0(\varepsilon_1-1)\delta_{mn}\delta(\mathbf r-\mathbf r')$, so the last factor becomes $\varepsilon_0\varepsilon_1''\delta_{mn}\delta(\mathbf r-\mathbf r')$. Since $\mathbf j=\partial_t\mathbf P$ becomes $-i\omega\mathbf P$, the current spectrum carries a further $\omega^2$. ∎

**Reduction to single modes.** The noise is uncorrelated between different $\mathbf k$, because its spectrum is a delta function in position whose strength is the same throughout the medium. Propagating and evanescent waves have different $k$, so no cross terms arise and the flux splits at $k=k_0$. Negative frequencies repeat the positive ones, which gives $2\operatorname{Re}$ in the mean Poynting vector. The flux sent out by medium 1 is
$$\int_0^\infty\frac{d\omega}{2\pi}\int\frac{d^2k}{(2\pi)^2}\,\Theta_s(\omega,T_1)\sum_{s,p}\mathcal T,$$
$$\mathcal T=4\omega\varepsilon_0\varepsilon_1''\int_{-\infty}^0dz'\sum\operatorname{Re}(\mathbf E\times\mathbf H^*)_z.\tag{1}$$
The fields in (1) are those in the gap due to a unit current sheet at $z'$, and the inner sum runs over the current directions that excite the polarization. The angular integral $d^2k\to2\pi k\,dk$ turns the prefactor into $1/4\pi^2$.

## Lemma 2: what the sources send into the gap

**Lemma 2.** Let $a_0$ be the amplitude at $z=0$ of the upward wave in vacuum before any reflection from medium 2. Then
$$N\equiv4\omega\varepsilon_0\varepsilon_1''\int_{-\infty}^0dz'\sum|a_0|^2=\frac{4\omega\eta\,\operatorname{Re}(w_1^*\gamma_1)}{|w_1\gamma_0+\gamma_1|^2},\qquad \eta=\mu_0\ (s),\ \ \varepsilon_0\ (p).$$

*Proof.* Maxwell's equations are $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=\mathbf j-i\omega\varepsilon_0\varepsilon\mathbf E$.

*Polarization s.* The first equation gives $H_x=iE_y'/(\omega\mu_0)$ and $H_z=kE_y/(\omega\mu_0)$, where a prime on a field means $d/dz$. The $y$ component of the second becomes
$$E_y''+\gamma_1^2E_y=-i\omega\mu_0j_y.$$
For $j_y=\delta(z-z')$ the outgoing solution is $Ae^{i\gamma_1|z-z'|}$. Its slope jumps by $2i\gamma_1A=-i\omega\mu_0$, so $A=-\omega\mu_0/(2\gamma_1)$.

*Polarization p.* Here
$$E_x=\frac{H_y'+j_x}{i\omega\varepsilon_0\varepsilon_1},\qquad E_z=\frac{j_z-ikH_y}{i\omega\varepsilon_0\varepsilon_1},\qquad E_x'-ikE_z=i\omega\mu_0H_y.$$
A sheet $j_x=\delta(z-z')$ leaves $E_x$ continuous, so $H_y'$ must contain $-\delta$. Thus $H_y$ jumps by $-1$ with continuous slope outside the sheet, and the upward amplitude is $-\tfrac12$. A sheet $j_z=\delta(z-z')$ makes $E_x$ jump by $k/(\omega\varepsilon_0\varepsilon_1)$. Then $H_y'$ jumps by $ik$ while $H_y$ is continuous, and the amplitude is $k/(2\gamma_1)$. The two currents are uncorrelated, so their squares add:
$$\frac14+\frac{k^2}{4|\gamma_1|^2}=\frac{|\gamma_1|^2+k^2}{4|\gamma_1|^2}.$$

*Passage into vacuum.* Let $f=E_y$ or $H_y$. Both $f$ and $f'/w$ are continuous at the surface. With internal reflection $r'$ and transmission $t$, this means $1+r'=t$ and $\gamma_1(1-r')/w_1=\gamma_0t$. Eliminating $r'$ gives $t=2\gamma_1/(w_1\gamma_0+\gamma_1)$.

*Depth integral.* The path to the surface contributes $|e^{-i\gamma_1z'}|^2=e^{2\gamma_1''z'}$, whose integral is $1/(2\gamma_1'')$. Therefore
$$N_s=\frac{4\omega\varepsilon_0\varepsilon_1''\,\omega^2\mu_0^2}{2\gamma_1''|\gamma_0+\gamma_1|^2},\qquad N_p=\frac{4\omega\varepsilon_0\varepsilon_1''(|\gamma_1|^2+k^2)}{2\gamma_1''|\varepsilon_1\gamma_0+\gamma_1|^2}.$$
The imaginary part of $\varepsilon_1k_0^2=\gamma_1^2+k^2$ is $\varepsilon_1''k_0^2=2\gamma_1'\gamma_1''$. With $\omega^2\varepsilon_0\mu_0=k_0^2$ this settles $N_s$. The same relation gives
$$k_0^2\operatorname{Re}(\varepsilon_1^*\gamma_1)=\operatorname{Re}(\gamma_1^{*2}\gamma_1+k^2\gamma_1)=\gamma_1'(|\gamma_1|^2+k^2).$$
Multiplying by $2\gamma_1''/k_0^2$ yields $2\gamma_1''\operatorname{Re}(\varepsilon_1^*\gamma_1)=\varepsilon_1''(|\gamma_1|^2+k^2)$, which settles $N_p$. ∎

## Proof of the theorem

Let $\rho=r_2e^{2i\gamma_0d}$. An upward wave of amplitude $a$ at $z=0$ returns there with amplitude $\rho a$, and reflection at medium 1 feeds $r_1\rho a$ back. Hence $a=a_0+r_1\rho a$, or
$$a=\frac{a_0}{1-r_1r_2e^{2i\gamma_0d}}.$$
This solves the boundary conditions directly, and no reflection series has to converge.

In the gap $f=a(e^{i\gamma_0z}+\rho e^{-i\gamma_0z})$. The expressions for $H_x$ and $E_x$ give, for both polarizations,
$$\operatorname{Re}(\mathbf E\times\mathbf H^*)_z=\frac{\operatorname{Im}(f^*f')}{\omega\eta}=\frac{|a|^2}{\omega\eta}\operatorname{Re}\big[\gamma_0(1-|\rho|^2-2i\operatorname{Im}\rho)\big].$$

For real $\gamma_0$ the last factor is $\gamma_0(1-|r_2|^2)$, upward minus downward flow. For $\gamma_0=i\kappa$ it is $2\kappa\operatorname{Im}\rho=2\kappa e^{-2\kappa d}\operatorname{Im}r_2$. The squared moduli have dropped out: one decaying wave carries no energy, and the flux comes from the interference of the two.

The source factor $N$ must be expressed through $r_1$. For real $\gamma_0$,
$$1-|r_1|^2=\frac{|w_1\gamma_0+\gamma_1|^2-|w_1\gamma_0-\gamma_1|^2}{|w_1\gamma_0+\gamma_1|^2}=\frac{4\gamma_0\operatorname{Re}(w_1^*\gamma_1)}{|w_1\gamma_0+\gamma_1|^2}=\frac{\gamma_0N}{\omega\eta}.$$
For $\gamma_0=i\kappa$, multiply numerator and denominator of $r_1$ by the conjugate denominator. The numerator becomes
$$(i\kappa w_1-\gamma_1)(-i\kappa w_1^*+\gamma_1^*)=\kappa^2|w_1|^2-|\gamma_1|^2+2i\kappa\operatorname{Re}(w_1^*\gamma_1),$$
so $2\operatorname{Im}r_1=\kappa N/(\omega\eta)$. Inserting these in (1) gives $\mathcal T_{\rm pr}$ and $\mathcal T_{\rm ev}$.

For sources in medium 2, reflect the geometry and exchange the labels. Both transmissions are unchanged, so the return flux has $\Theta_s(\omega,T_2)$ in place of $\Theta_s(\omega,T_1)$. In the difference the terms $\hbar\omega/2$ cancel. ∎

## A bound on each mode

**Proposition.** $0\le\mathcal T\le1$ in both sectors.

*Proof.* Lemma 2 shows $\operatorname{Re}(w_1^*\gamma_1)>0$, and likewise for medium 2. Hence $|r_j|<1$ for propagating waves and $\operatorname{Im}r_j>0$ for evanescent ones, and $\mathcal T\ge0$. With $a=r_1e^{2i\gamma_0d}$ and $b=r_2$, expansion gives
$$|1-ab|^2-(1-|a|^2)(1-|b|^2)=|a|^2+|b|^2-2\operatorname{Re}(ab)=|a-b^*|^2\ge0.$$
In the evanescent case put $a=r_1e^{-\kappa d}$, $b=r_2e^{-\kappa d}$. Because $\operatorname{Re}(ab^*)=\operatorname{Re}(ab)+2\operatorname{Im}a\operatorname{Im}b$,
$$|1-ab|^2-4\operatorname{Im}a\operatorname{Im}b=1+|ab|^2-2\operatorname{Re}(ab^*)=|1-ab^*|^2\ge0.\qquad∎$$

A large near-field flux therefore comes from the number of participating modes. Propagating modes end at $k_0$, whereas evanescent ones can contribute up to $\kappa$ of a few times $1/d$, provided $\operatorname{Im}r_j$ stays appreciable at such $\kappa$.

## Three limits

**Black surfaces.** If $r_j=0$ for all propagating waves and the evanescent part is dropped, the two polarizations give $2\cdot k_0^2/2=k_0^2$. With $\int_0^\infty x^3dx/(e^x-1)=\pi^4/15$,
$$q=\int_0^\infty\frac{\omega^2d\omega}{4\pi^2c^2}[\Theta(\omega,T_1)-\Theta(\omega,T_2)]=\frac{\pi^2k_B^4}{60\hbar^3c^2}(T_1^4-T_2^4),$$
the Stefan–Boltzmann law. By the proposition, the propagating part never exceeds this value.

**Wide gap.** The evanescent part vanishes, and the phase $2\gamma_0d$ varies rapidly with $k$. The phase average of $|1-r_1r_2e^{i\phi}|^{-2}$ is $\sum_n|r_1r_2|^{2n}$, so with $R_j=|r_j|^2$
$$\mathcal T_{\rm pr}\to\frac{(1-R_1)(1-R_2)}{1-R_1R_2}.$$

**Narrow gap, equal media.** For $\kappa\gg k_0\sqrt{|\varepsilon-1|}$ one has $\gamma_1\to i\kappa$. If also $\kappa\gg k_0$ and $\kappa\gg k_0/\sqrt{|\varepsilon+1|}$, the last condition being the strictest near $\varepsilon=-1$, the $p$ coefficient becomes $r=(\varepsilon-1)/(\varepsilon+1)$, independent of $\kappa$. Since $\operatorname{Im}\varepsilon>0$, all three hold at $\kappa\sim1/d$ when $d\to0$. Put $u=2\kappa d$, $k\,dk=\kappa\,d\kappa$ and $\Lambda=r^2$. Then
$$\int\kappa\,d\kappa\,\mathcal T_{\rm ev}=\frac{(\operatorname{Im}r)^2}{d^2}\int_0^\infty\frac{u\,e^{-u}du}{|1-\Lambda e^{-u}|^2}.$$
Since $\operatorname{Im}[\Lambda e^{-u}/(1-\Lambda e^{-u})]=e^{-u}\operatorname{Im}\Lambda/|1-\Lambda e^{-u}|^2$, and $\int_0^\infty u\sum_n\Lambda^ne^{-nu}du=\sum_n\Lambda^n/n^2=\mathrm{Li}_2(\Lambda)$, continued analytically for $|\Lambda|>1$, the $p$ evanescent flux tends to $A/d^2$ with
$$A=\int_0^\infty\frac{d\omega}{4\pi^2}[\Theta(\omega,T_1)-\Theta(\omega,T_2)]\frac{(\operatorname{Im}r)^2\operatorname{Im}\mathrm{Li}_2(r^2)}{\operatorname{Im}(r^2)}.$$
In $s$ polarization $\gamma_1\approx i\kappa-i(\varepsilon-1)k_0^2/(2\kappa)$ gives $r_s\approx(\varepsilon-1)k_0^2/(4\kappa^2)$. Then $\kappa\mathcal T_{\rm ev}$ falls as $\kappa^{-3}$ even without the exponential, and this part stays finite.

## Worked example: a polar dielectric

Take equal media with one phonon resonance,
$$\varepsilon=\varepsilon_\infty\frac{\omega_{LO}^2-\omega^2-i\Gamma\omega}{\omega_{TO}^2-\omega^2-i\Gamma\omega},$$
and round parameters $\varepsilon_\infty=5$, $\omega_{TO}=1.5\times10^{14}$, $\omega_{LO}=1.8\times10^{14}$, $\Gamma=2\times10^{12}$ rad/s, with $T_1=400$ K and $T_2=300$ K.

**One evanescent mode.** At $\omega=1.75\times10^{14}$ rad/s, $\varepsilon=-1.081+0.262i$. For $d=100$ nm and $\kappa=10^7$ m⁻¹, $e^{-2\kappa d}=e^{-2}=0.1353$ and $r_p=3.094+7.055i$. Then $r_p^2=-40.20+43.65i$, and
$$\mathcal T_{\rm ev}=\frac{4(7.055)^2(0.1353)}{|1+5.440-5.907i|^2}=\frac{26.94}{76.37}=0.353.$$
That $|r_p|>1$ breaks no energy law, since a single evanescent wave carries no flux. The $s$ mode at the same $k$ has $\mathcal T_{\rm ev}=2.7\times10^{-8}$.

**One propagating mode.** At $k=k_0/2$, $r_p=-0.165+0.855i$, so $1-|r_p|^2=0.242$. The phase $2\gamma_0d=0.101$ gives a denominator of 2.918, and $\mathcal T_{\rm pr}=0.242^2/2.918=0.020$.

**Total flux.** Gauss–Legendre quadrature over $\omega$ (up to $1.2\times10^{15}$ rad/s) and $k$ gives, in W/m²:

| $d$ | propagating | evan. $s$ | evan. $p$ | total |
|---|---|---|---|---|
| 10 nm | 868 | 2852 | $1.874\times10^6$ | $1.877\times10^6$ |
| 100 nm | 863 | 2472 | $2.03\times10^4$ | $2.36\times10^4$ |
| 1 µm | 698 | 825 | 637 | 2160 |
| 10 µm | 616 | 8.5 | 24 | 649 |

The blackbody flux is 992 W/m². The totals are 1892, 23.8, 2.18 and 0.65 times this value. At 10 µm the flux is near the wide-gap limit of 617 W/m², which lies below the blackbody value because the surfaces reflect.

The propagating part does not vary monotonically: interference lowers it to about 581 W/m² near 5.5 µm. Below about 2 µm it grows steadily as the gap closes but stays below 992 W/m², as it must. Where absorption is weak and $\operatorname{Re}\varepsilon>1$, $r$ is nearly real for all propagating waves, and at $d\to0$ the transmission $(1-r^2)^2/(1-r^2)^2$ tends to 1, above the wide-gap value $(1-R)/(1+R)$.

The same quadrature gives $A=1.871\times10^{-10}$ W, hence $A/d^2=1.871\times10^6$ W/m² at 10 nm. The full $p$ evanescent flux exceeds this law by 0.1% at 10 nm and by 8% at 100 nm. At 1 µm the law no longer serves, and the $s$ evanescent part is the larger one.

At 10 nm, 98.5% of the $p$ evanescent flux lies between $\omega_{TO}$ and $\omega_{LO}$. Without damping, the coupled surface modes obey $r^2e^{-2\kappa d}=1$, which needs $|r|>1$. For real $\varepsilon$ this means $\varepsilon<0$, and that holds just in this band. The computed spectrum peaks near $1.75\times10^{14}$ rad/s. Setting $\varepsilon=-1$ without damping gives
$$\omega=\sqrt{\frac{\varepsilon_\infty\omega_{LO}^2+\omega_{TO}^2}{\varepsilon_\infty+1}}=1.754\times10^{14}\ \text{rad/s},$$
the surface resonance at large $k$.

## Where the theorem stops

The divergence $A/d^2$ belongs to the local model. When $d$ approaches atomic distances, waves of such large $k$ take part that the dependence of $\varepsilon$ on $k$ matters, charge can tunnel, and the formula says nothing about contact. A strong flux may also set up temperature gradients inside the bodies, against assumption 2. Anisotropic media can mix $s$ and $p$, so the scalar $r_j$ no longer suffice. A transparent slab of finite thickness lets in radiation from behind, which must be added as a further source. A body counts as a half-space only if it is thicker than the absorption depth $1/(2\gamma_1'')$. In the worked example this depth, at normal incidence, is about 0.3 mm at $3\times10^{14}$ rad/s and 4 mm at $3\times10^{13}$ rad/s, and about 60% of the propagating flux comes from frequencies where it exceeds 0.1 mm. The propagating and $s$ evanescent columns of the table therefore hold for bodies millimetres thick, not for thin films.
